\section*{Projecting Stored Momenta Before Re-evaluating Unstable Tree Amplitudes in Higher Precision}

\section{What symmetry and dimension fix}

Consider $e^-(p_1)\,e^+(p_2)\to\mu^-(p_3)\,\mu^+(p_4)\,\gamma(k)$ at tree level through photon exchange. Its amplitude contains four external spinors, each of dimension mass$^{1/2}$, one fermion propagator of dimension mass$^{-1}$ and one photon propagator of dimension mass$^{-2}$. The coupling is dimensionless, so the amplitude has dimension $2-1-2=-1$. The spin-summed square, written $W$ and divided by $e^6$, is also unchanged by rotations $R$. Hence
\begin{equation}
W(Rp,m)=W(p,m),\qquad W(\lambda p,\lambda m)=\lambda^{-2}\,W(p,m),
\label{sym}
\end{equation}
where $m$ stands for all masses. A computer program obeys these relations up to rounding, and the amount by which it misses them estimates its rounding error. The relations also hold for momenta that violate the mass shells, as shown below, so they cannot certify the input. Mass shells and momentum conservation have to be restored separately, by projection.

Conventions: $\hbar=c=1$, metric $(+,-,-,-)$, centre-of-mass frame, electron mass $m$, muon mass $M$, beam energy $E$, photon energy $\omega=xE$, and photon angle $\theta$ to the electron beam. The unit roundoff of double precision is $\epsilon=2^{-53}$ (called u in the numerical output).

\section{Amplitude and sensitive denominator}

With $J_e^\mu=\bar v_2\gamma^\mu u_1$ and $J_\mu^{(M)}=\bar u_3\gamma_\mu v_4$, emission from the electron line gives
\begin{equation}
A_e^{\mu\alpha}=\bar v_2\Big[\gamma^\mu\frac{\slashed q+m}{D}\gamma^\alpha
+\gamma^\alpha\frac{\slashed r+m}{r^2-m^2}\gamma^\mu\Big]u_1,
\end{equation}
where $q=p_1-k$, $r=k-p_2$ and $D=q^2-m^2$. The muon line gives $A_M^{\mu\alpha}$ in the same way, with internal momenta $p_3+k$ and $-p_4-k$. All four diagrams have three vertices, one fermion and one photon propagator, hence a common phase, which is dropped:
\begin{equation}
\mathcal M^\alpha=\frac{A_e^{\mu\alpha}J^{(M)}_\mu}{(p_3+p_4)^2}
+\frac{J_{e\mu}A_M^{\mu\alpha}}{(p_1+p_2)^2},\qquad
W=-g_{\alpha\beta}\sum_{\rm spins}\mathcal M^\alpha\mathcal M^{\beta*}.
\end{equation}
The polarization sum $-g_{\alpha\beta}$ relies on $k_\alpha\mathcal M^\alpha=0$. For a photon along $z$ this means $\mathcal M^0=\mathcal M^3$, and the two unphysical terms cancel.

As a check of signs and factors, the massless limit was compared with the known closed form, quoted here without derivation,
\begin{equation}
W=-\frac{4\,T\,j^2}{(p_1+p_2)^2(p_3+p_4)^2},\qquad
j=\frac{p_1}{p_1k}-\frac{p_2}{p_2k}-\frac{p_3}{p_3k}+\frac{p_4}{p_4k},
\end{equation}
where $T$ is the sum of $[(p_i-p_j)^2]^2$ over $i=1,2$ and $j=3,4$. At a wide-angle point with negligible masses the relative difference is $1.9\times10^{-31}$.

On shell, $D=-2p_1\!\cdot\!k=-2\omega(E-|\mathbf p_1|\cos\theta)$. For $m\ll E$ and $\theta\ll1$, insert $|\mathbf p_1|\simeq E-m^2/2E$ and $\cos\theta\simeq1-\theta^2/2$:
\begin{equation}
-D\simeq 2\omega\Big(\frac{m^2}{2E}+\frac{E\theta^2}{2}\Big)=x\,(m^2+E^2\theta^2).
\label{D}
\end{equation}
This is a small remainder of terms of size $E\omega$.

\section{Effect of storing the momenta}

Let each stored component have a relative error of at most $\epsilon$. Define the shell defects $\delta_1=p_1^2-m^2$ and $\delta_k=k^2$ of the stored momenta. To first order,
\begin{equation}
|\delta_1|=|2E\,\delta E-2\mathbf p_1\!\cdot\!\delta\mathbf p_1|
\le2\epsilon E^2+2\epsilon\mathbf p_1^2\le4\epsilon E^2,\qquad
|\delta_k|\le4\epsilon\omega^2 .
\end{equation}
To see how the defects enter $D$, compare the stored energies with those that the stored three-vectors would have on shell. Since $E^2-E_{\rm sh}^2=\delta_1$, we have $E\simeq E_{\rm sh}+\delta_1/2E$, and likewise $\omega\simeq\omega_{\rm sh}+\delta_k/2\omega$. Therefore
\begin{align}
-2p_1\!\cdot\!k&=-2(p_1\!\cdot\!k)_{\rm sh}-x\,\delta_1-\frac{\delta_k}{x},\label{formb}\\
(p_1-k)^2-m^2&=-2p_1\!\cdot\!k+\delta_1+\delta_k\nonumber\\
&=-2(p_1\!\cdot\!k)_{\rm sh}+(1-x)\,\delta_1-\Big(\frac1x-1\Big)\delta_k .\label{forma}
\end{align}
With the bounds on the defects, the shift in (\ref{forma}) is at most $4\epsilon E^2[(1-x)+x(1-x)]=4\epsilon E^2(1-x^2)$. Dividing by (\ref{D}),
\begin{equation}
\Big|\frac{\delta D}{D}\Big|_{\rm defects}\lesssim
4\epsilon\,\frac{1-x^2}{x}\,\frac{E^2}{m^2+E^2\theta^2}.
\label{rawbound}
\end{equation}
For $\theta\sim m/E$ and $x$ of order one this is of order $\epsilon(E/m)^2$. For a soft photon it grows as $1/x$. The form (\ref{formb}) has a shift of at most $8\epsilon xE^2$ and no such growth, so it is preferable for soft photons; for $x>\sqrt2-1$ its bound is the larger of the two. At wide angles $D$ is of order $E\omega$ and the factor $E^2/m^2$ disappears, while the growth of (\ref{forma}) as $1/x$ for soft photons remains.

More digits in the arithmetic leave $\delta_1$ and $\delta_k$ untouched. They also leave gauge invariance broken. Using $\slashed k=(\slashed p_1-m)-(\slashed q-m)$ and $(\slashed q+m)(\slashed q-m)=D$,
\begin{equation}
\frac{\slashed q+m}{D}\slashed k\,u_1=-u_1+\frac{\slashed q+m}{D}(\slashed p_1-m)u_1 .
\label{ward}
\end{equation}
In the other diagram $\slashed k=(\slashed r-m)+(\slashed p_2+m)$ gives $+\bar v_2$ plus a term with $\bar v_2(\slashed p_2+m)$. The leading terms cancel, and the rest vanishes if the Dirac equations hold. The muon line works in the same way. Numerically the spinor is built as $u_1=(\slashed p_1+m)\chi/\sqrt{E+m}$ with a constant $\chi$, so $(\slashed p_1-m)u_1=\delta_1\chi/\sqrt{E+m}$. In the collinear region $q\simeq(1-x)p_1$, and for $m\ll E$ the last term of (\ref{ward}) is about $(1-x)(\delta_1/D)\,u_1$. Relative to the contraction of a single diagram, the Ward identity is thus violated by $(1-x)|\delta_1/D|$.

\section{Projection}

Convert the doubles to the higher precision, which is free of error, and only then impose the constraints:
\begin{align}
\mathbf p_4&=-(\mathbf p_3+\mathbf k),\qquad k^0=|\mathbf k|,\nonumber\\
E_3&=\sqrt{M^2+\mathbf p_3^2},\qquad E_4=\sqrt{M^2+\mathbf p_4^2},\nonumber\\
E_1&=E_2=\tfrac12(E_3+E_4+k^0),\nonumber\\
\mathbf p_1&=\mathbf n\sqrt{E_1^2-m^2},\qquad \mathbf p_2=-\mathbf p_1 ,
\label{proj}
\end{align}
where $\mathbf n$ is the stored electron direction, normalized in high precision. Each particle is on shell by construction, both three-momentum sums are zero, and the energies balance. The energies $E_1$ and $E_2$ are equal because the incoming masses are. For unequal masses, $E_1^2-E_2^2=m_1^2-m_2^2$ divided by $E_1+E_2=\sqrt s$ gives $E_1=(s+m_1^2-m_2^2)/2\sqrt s$. ``Exact'' here means to the working precision, since square roots are rounded too.

The projected point is physical, but it is not the point that was intended before storage. Rounding turns each stored direction by at most $\epsilon$, because $|\delta\mathbf p|\le\epsilon|\mathbf p|$. So $|\delta\theta|\le2\epsilon$, and from (\ref{D})
\begin{equation}
\Big|\frac{\delta D}{D}\Big|\simeq\frac{2E^2\theta\,|\delta\theta|}{m^2+E^2\theta^2}
\le\frac{4\epsilon E^2\theta}{m^2+E^2\theta^2}\le2\epsilon\frac Em .
\label{projbound}
\end{equation}
The last step uses $m^2+E^2\theta^2\ge2mE\theta$. Changes of $E$ and $\omega$ add relative terms of order $\epsilon$, without enhancement. Projection therefore gains one power of $E/m$: energies, which would need an absolute accuracy far below $m^2/E$, are replaced by functions of three-vectors, whose directions need an accuracy well below $m/E$. The bound is for $D$, and $W$ can vary faster. For a soft photon, $m/E\ll x\ll1$, at $\theta\ll m/E$ the collinear form (quoted without derivation) is $W\propto x^2m^2+2E^2\theta^2$. Then $|d\ln W/d\theta|$ reaches $\sqrt2\,E/(xm)$ at $\theta=xm/(\sqrt2E)$, and the displacement of $W$ is of order $\epsilon E/(xm)$.

\section{What the two tests measure}

Write the double-precision result as $V_0=W+a+r$, where $a$ comes from the stored defects and $r$ from the arithmetic. The latter is also enhanced: $D$ is computed as a small remainder of large terms, and in addition $\mathcal M^\alpha$ has a part proportional to $p_1^\alpha$, and $-g_{\alpha\beta}$ reduces squares of size $E^2$ to $m^2$. After a generic rotation the components are rounded afresh, which adds a new defect contribution $a'$ and replaces $r$ by $r'$:
\begin{equation}
V_R-V_0=a'+r'-r .
\end{equation}
The inherited error $a$ has cancelled. The test is useful because $a'$ is typically as large as $a$; it is a statistical estimate and not a bound. Rescaling works in the same way. The larger of the two relative differences is used below.

In high precision $a'$ and $r'$ are negligible, and the tests pass even if $a$ is large. The off-shell spin sum shows why. With $\sum\chi\chi^\dagger=(1+\gamma^0)/2$,
\begin{equation}
\sum u_1\bar u_1=\frac{(\slashed p_1+m)\,\tfrac12(1+\gamma^0)\,(\slashed p_1+m)}{E+m},
\end{equation}
and $\gamma^0$ is invariant under rotations. The positron-type spinors behave alike, with $(1-\gamma^0)/2$. So (\ref{sym}) holds on and off the mass shell.

A factor $\lambda=2^n$ must be avoided. It changes exponents and leaves mantissas alone, and sums, products and quotients then scale without new rounding, barring overflow and underflow. If the spinor normalizations are divided out of the squared sum, no square root occurs, and the test for $\lambda=2$ returns zero whatever the error.

\section{Pseudocode and cost}

\begin{verbatim}
input: stored momenta P, masses m, threshold tau
V0 = W(P, m)                              # double
VR = W(R P, m)                            # generic R
VL = lam^2 W(lam P, lam m)                # lam not 2^n
est = max(|VR-V0|, |VL-V0|) / |V0|
if est is finite and est < tau: return V0, est
Q  = project(convert(P), m)               # high precision
U0 = W(Q, m)
repeat both tests on Q; check k.M = 0 on Q
return U0, test result, displacement ~ eps E/m
       # ~ eps E/(x m) for soft photons at theta ~ x m/E
\end{verbatim}

Every point costs three double evaluations. If a fraction $f$ is flagged and a high-precision evaluation costs $C$ double ones, the mean cost is $3+3fC$, or $3+fC$ without the second round of tests. The projection needs five square roots and is a small part of this. The higher precision, with roundoff $\epsilon_h$, should satisfy $\epsilon_h(E/m)^2\ll\epsilon E/m$, that is $\epsilon_h\ll\epsilon m/E$, for $x$ of order one. For a soft photon the cancellation in $(p_1-k)^2-m^2$ is stronger by a factor of order $1/x$, and for $\theta\sim m/E$ the condition becomes $\epsilon_h\ll x\,\epsilon m/E$. At $\theta\sim xm/E$ the sum $W$ is smaller than its separate terms by a further factor of order $x^2$. The arithmetic error is then of order $\epsilon_h(E/m)^2/x^3$, and keeping it below the displacement $\epsilon E/(xm)$ requires $\epsilon_h\ll x^2\epsilon m/E$. For a 50 GeV beam and $x$ of order one the limit is $1.1\times10^{-21}$, so the 50 digits used here are more than the method requires.

\section{Worked event}

Take $E=50\,000$ MeV, $\omega=10\,000$ MeV and $\theta=2\times10^{-5}$, in a rotated frame, with $m=0.51099895069$ MeV; the defect $\delta_1$ below depends on the last digits of $m$. The event is constructed with 50 digits, which supplies the reference, and then stored in double precision. Equation (\ref{D}) gives $-D=0.2\,(0.2611+1.0000)=0.2522$ MeV$^2$, as found numerically.

The stored event has $|\delta_1|=1.165\times10^{-8}\,m^2=3.04\times10^{-9}$ MeV$^2$, far below the typical $\epsilon E^2$. The beam energy is an integer and carries no rounding error, and the components of $\mathbf p_1$ stand in the ratio $2:2:1$, so they share one relative error. From $|\delta_1|=2\mathbf p_1^2|\eta|$ this error is $|\eta|=6\times10^{-19}$, which is small by accident.

The two forms of the denominator differ by $\delta_1+\delta_k=-4.64\times10^{-9}$ MeV$^2$. With $\delta_1=+3.04\times10^{-9}$ this means $\delta_k=-7.68\times10^{-9}$, and (\ref{forma}) predicts a shift of
\begin{equation}
0.8\,(3.04\times10^{-9})+4\,(7.68\times10^{-9})=3.3\times10^{-8}\ \mathrm{MeV}^2 .
\end{equation}
The stored denominator is indeed displaced by $3.3\times10^{-8}$ MeV$^2$, or $1.3\times10^{-7}$ of its value; the opposite sign of $\delta_1$ would give $4\times10^{-9}$. The photon's defect dominates here. The predicted Ward violation is $0.8\,(3.04\times10^{-9})/0.2522=9.6\times10^{-9}$, against $9.65\times10^{-9}$ found.

The reference is $W=282.7925183$ MeV$^{-2}$. Relative to it, the errors are $2.1\times10^{-8}$ in double precision, $1.0\times10^{-7}$ with 50 digits on the stored momenta, and $2.8\times10^{-13}$ with 50 digits after projection. Higher precision alone made this point worse. Both unprojected values lie above the reference, so the double-precision arithmetic contributed about $-8\times10^{-8}$ and happened to offset most of the input error.

In double precision the rotation test gives $1.6\times10^{-6}$, close to the generic size $\epsilon(E/m)^2=1.1\times10^{-6}$ and far above the true error. The rotated components are rounded afresh and need not share the accidental smallness of the stored $\delta_1$; the new defects and the new arithmetic error were not separated here. Rescaling by 1.7 gives $1.2\times10^{-8}$, somewhat below the true error. One test alone can thus mislead in either direction. With 50 digits on the stored momenta, both tests report agreement to about $10^{-41}$ around a value that is wrong by $10^{-7}$.

\section{Samples and scaling}

For 30 events with $\theta$ between $0.5$ and $3\,m/E$, the median relative errors of $W$ are $3.0\times10^{-7}$ in double precision, $2.0\times10^{-7}$ with 50 digits unprojected, and $9.9\times10^{-13}$ projected. The ratio of estimate to true error has median 2.5 and ranges from 0.75 to 35. All 30 events exceed a threshold of $10^{-9}$. For 12 events at wide angles the median error is $6.7\times10^{-16}$, the median estimate $1.4\times10^{-15}$, and none is flagged.

Raising $E$ by a factor 128 at the same range of $x$ and fixed $\theta E/m$ raises the median error of the stored denominator from $2.0\times10^{-9}$ to $3.4\times10^{-5}$, and that of the projected one from $1.3\times10^{-13}$ to $1.4\times10^{-11}$. The exponents are 2.01 and 0.97, in agreement with (\ref{rawbound}) and (\ref{projbound}). The beam energies in these samples are integers, so rounding of $E$ itself is not sampled in the stored events.

\section{Failure modes}

\begin{itemize}
\item \emph{Projected momenta rounded back to double.} The defects return: in the collinear sample the median of $|p_1^2/m^2-1|$ is then $7\times10^{-7}$.
\item \emph{A soft particle absorbs the imbalance.} In (\ref{proj}) $\mathbf p_4$ inherits an error of up to $\epsilon(|\mathbf p_3|+|\mathbf k|)$, which turns its direction by up to $\epsilon(|\mathbf p_3|+|\mathbf k|)/|\mathbf p_4|$. The absorbing particle should be hard.
\item \emph{Different masses in generator and amplitude.} Projection onto another mass changes $D$ by the fraction $\delta(m^2)/(m^2+E^2\theta^2)$. If the generator used $m=0$, this is of order one for $\theta\lesssim m/E$, and the result belongs to a different problem.
\item \emph{Momenta written with fewer digits.} If the relative storage error is $\eta>\epsilon$, then $\eta$ replaces $\epsilon$ in (\ref{projbound}), and the tests on the projected point do not reveal it.
\item \emph{Another frame.} Equation (\ref{proj}) assumes $\mathbf p_1+\mathbf p_2=0$. Applied to an event with a net momentum, it yields a physical point whose momenta differ from the stored ones by amounts comparable to that net momentum.
\end{itemize}

A reported accuracy should therefore have two entries: the arithmetic error from the tests on the projected point, and the displacement from storage, which is of order $\epsilon E/m$ or less for $x$ of order one, grows to order $\epsilon E/(xm)$ for a soft photon at $\theta\sim xm/E$, and is smaller at wide angles. In the worked event the displacement found was $2.8\times10^{-13}$, against about $10^{-41}$ for the arithmetic with 50 digits.

\section*{Values computed for the example and the checks}
\begin{verbatim}
electron mass = 0.51099895 MeV; muon mass = 105.658376 MeV
beam energy = 50000 MeV; photon energy = 10000 MeV
photon angle to electron beam = 2.0e-05 rad; m/E = 1.0220e-05
unit roundoff u = 1.110e-16; u(E/m)^2 = 1.06e-06; uE/m = 1.09e-11
massless closed formula, relative difference = 1.9e-31
worked event, stored momenta (E, px, py, pz) in MeV:
  p1 50000.000000 33333.333332 33333.333332 16666.666666
  p2 50000.000000 -33333.333332 -33333.333332 -16666.666666
  p3 43499.952645 -9632.104358 1180.258167 42403.587970
  p4 46500.047355 2965.586411 -7847.037653 -45736.993098
  k  10000.000000 6666.517947 6666.779486 3333.405128
|p1^2/m^2 - 1|: stored 1.17e-08, projected 3.0e-41
largest momentum imbalance: stored 1.36e-12 MeV, projected 1.8e-46 MeV
denominator as (p1-k)^2-m^2 and as -2 p1.k, in MeV^2:
  intended  -0.2522239855055085  -0.2522239855055085
  stored    -0.2522239523562945  -0.2522239477201303
  projected -0.2522239855054126  -0.2522239855054126
spin-summed |M|^2/e^6 in MeV^-2, and relative error:
  reference, 50 digits  282.7925183020959  0.00e+00
  double, stored        282.79252413054  2.06e-08
  50 digits, stored     282.7925471966959  1.02e-07
  50 digits, projected  282.7925183021762  2.84e-13
Ward violation, 50 digits: stored 9.65e-09, projected 1.4e-41
double tests: rotation 1.57e-06, rescaling by 1.7 1.22e-08
50-digit tests, stored: rotation 4.7e-42, rescaling 1.1e-41
50-digit tests, projected: rotation 9.4e-42, rescaling 1.1e-41
double, rescaling by 2: difference = 0.0 MeV^-2
collinear sample: 30 events; median relative errors of |M|^2:
  double 2.95e-07; 50 digits, stored 1.99e-07
  50 digits, projected 9.89e-13; largest 4.21e-12
  median test estimate in double = 1.17e-06
  estimate/true error: median 2.47, smallest 0.75, largest 35.4
  median |p1^2/m^2-1|, projected then rounded to double = 7.04e-07
  events above threshold 1e-09: 30
wide-angle sample: 12 events; above threshold: 0
  median error 6.70e-16, median estimate 1.44e-15
median relative error of the denominator (stored, projected):
  beam 5000 MeV: 1.97e-09, 1.28e-13
  beam 640000 MeV: 3.39e-05, 1.41e-11
growth exponents in E: stored 2.01, projected 0.97
\end{verbatim}
